# Yield of chips with clustered fatal defects: verification in Python

```python
"""Yield of chips with clustered fatal defects.

Result under test: if the defect count n of a chip is Poisson at a rate x, and x
is gamma distributed over chips (mean lam, shape alpha), then n is negative
binomial with variance lam + lam^2/alpha and yield P(0) = (1+lam/alpha)^(-alpha).
Mean 2 and variance 6 give alpha = 1 and yield 1/3; Poisson gives exp(-2).
The program also tests the limits on the yield when only the two moments are
known, the sampling errors, and the effects of shared rates, chip area and
missed defects. Yields are fractions unless marked as percent.
"""
import numpy as np
from scipy.optimize import brentq, linprog
from scipy.special import gammaln
from scipy.stats import binom, gamma, norm, poisson

rng = np.random.default_rng(12345)

# Inputs (round model parameters)
critical_area = 1.0       # cm^2 per chip
defect_density = 2.0      # fatal defects per cm^2
variance = 6.0            # variance of the count over chips
chips = 600               # chips per wafer
wafer_diameter = 30.0     # cm
block = 10                # neighbouring chips sharing one rate
found = 0.8               # fraction of fatal defects seen by inspection
clean_mean = 0.1          # mean count in a cleaner process
lam = critical_area * defect_density

# Derived formulas
alpha = lam**2 / (variance - lam)


def nb_yield(mean, shape):
    return (1 + mean / shape) ** (-shape)


def nb_pmf(n, mean, shape):
    log_p = (gammaln(n + shape) - gammaln(n + 1) - gammaln(shape)
             + n * np.log(mean / (mean + shape))
             + shape * np.log(shape / (mean + shape)))
    return np.exp(log_p)


y_nb = nb_yield(lam, alpha)
y_poisson = np.exp(-lam)

# Mixture computed from its definition, by trapezoid sums in u = ln(rate)
counts = np.arange(250)
u = np.linspace(-40, 6, 4001)
du = u[1] - u[0]
rate = np.exp(u)
poisson_table = poisson.pmf(counts[:, None], rate[None, :])


def mixed_pmf(shape):
    weight = gamma.pdf(rate, shape, scale=lam / shape) * rate * du
    return poisson_table @ weight


def moments(pmf):
    n = np.arange(len(pmf))
    mean = np.sum(n * pmf)
    return mean, np.sum((n - mean) ** 2 * pmf)


for shape in (1.0, 1.7, 3.0):
    pmf = mixed_pmf(shape)
    assert np.max(np.abs(pmf - nb_pmf(counts, lam, shape))) < 1e-9
    mean, var = moments(pmf)
    assert abs(mean - lam) < 1e-7
    assert abs(var - (lam + lam**2 / shape)) < 1e-6
alpha_root = brentq(lambda a: moments(mixed_pmf(a))[1] - variance, 0.6, 5)
assert abs(alpha_root - alpha) < 1e-6
pmf = mixed_pmf(alpha)
assert abs(pmf[0] - y_nb) < 1e-9
assert np.max(np.abs(pmf - 2.0**counts / 3.0**(counts + 1))) < 1e-9

# Defects carried by a failed chip, from the distributions themselves
pmf_poisson = poisson.pmf(counts, lam)
load_nb = np.sum(counts * pmf) / np.sum(pmf[1:])
load_poisson = np.sum(counts * pmf_poisson) / np.sum(pmf_poisson[1:])
assert abs(load_nb - lam / (1 - y_nb)) < 1e-7
assert abs(load_poisson - lam / (1 - y_poisson)) < 1e-7

# Limits on the yield from the two moments alone (any rate distribution)
upper = (1 + np.exp(-4.0)) / 2
x = np.linspace(0, 40, 801)
constraints = np.array([np.ones_like(x), x, x**2])
targets = [1, lam, variance - lam + lam**2]
highest = linprog(-np.exp(-x), A_eq=constraints, b_eq=targets, method="highs")
lowest = linprog(np.exp(-x), A_eq=constraints, b_eq=targets, method="highs")
assert highest.success and lowest.success
assert abs(-highest.fun - upper) < 1e-5


def two_rate_yield(s):
    rates = np.array([2 - 4 / s, 2 + s])
    w = np.array([s**2, 4.0]) / (s**2 + 4)
    assert abs(w @ rates - lam) < 1e-9
    assert abs(w @ (rates - lam) ** 2 - (variance - lam)) < 1e-7
    return w @ np.exp(-rates)


# tolerance: the best rate lies between points of the linear-programming grid
assert abs(lowest.fun - two_rate_yield(38.0)) < 5e-4
assert lowest.fun > y_poisson
assert 0 < two_rate_yield(1e4) - y_poisson < 1e-4

# A lognormal rate with the same two moments
log_var = np.log(1 + (variance - lam) / lam**2)
w_log = norm.pdf(u, np.log(lam) - log_var / 2, np.sqrt(log_var)) * du
assert abs(w_log @ rate - lam) < 1e-6
assert abs(w_log @ (rate - lam) ** 2 - (variance - lam)) < 1e-4
y_lognormal = w_log @ np.exp(-rate)
assert y_poisson < y_lognormal < upper

# Sampling errors by linearization, for one chip (divide by sqrt of chips)
mu3 = np.sum((counts - lam) ** 3 * pmf)
mu4 = np.sum((counts - lam) ** 4 * pmf)
assert abs(mu3 - 30) < 1e-4 and abs(mu4 - 330) < 1e-3
cov = np.array([[variance, mu3], [mu3, mu4 - variance**2]])
excess = variance - lam
grad_alpha = np.array([2 * lam / excess + lam**2 / excess**2,
                       -lam**2 / excess**2])
ratio = lam / alpha
dy_dalpha = y_nb * (ratio / (1 + ratio) - np.log(1 + ratio))
dy_dmean = -(1 + ratio) ** (-alpha - 1)
grad_yield = np.array([dy_dmean, 0.0]) + dy_dalpha * grad_alpha
unit_alpha = np.sqrt(grad_alpha @ cov @ grad_alpha)
unit_yield = np.sqrt(grad_yield @ cov @ grad_yield)
unit_count = np.sqrt(y_nb * (1 - y_nb))
assert abs(unit_alpha - 3) < 1e-4


def simulate(sample_size, batches):
    shapes, yields, good = [], [], []
    for _ in range(batches):
        n = rng.poisson(rng.exponential(lam, (200, sample_size)))
        m, v = n.mean(axis=1), n.var(axis=1, ddof=1)
        assert np.all(v > m)
        a = m**2 / (v - m)
        shapes.append(a)
        yields.append(nb_yield(m, a))
        good.append((n == 0).mean(axis=1))
    return [np.std(np.concatenate(q)) for q in (shapes, yields, good)]


# Large samples test the linearized errors; 2000 trials scatter by about 2 %
big = 6000
sd_big = simulate(big, 10)
for measured, unit in zip(sd_big, (unit_alpha, unit_yield, unit_count)):
    assert abs(measured * np.sqrt(big) / unit - 1) < 0.08
sd_wafer = simulate(chips, 20)

# Scatter of the sample variance if the counts were Poisson
mu4_poisson = np.sum((counts - lam) ** 4 * pmf_poisson)
sd_var_poisson = np.sqrt((mu4_poisson - lam**2) / chips)
trial = rng.poisson(lam, (4000, chips)).var(axis=1, ddof=1)
assert abs(np.std(trial) / sd_var_poisson - 1) < 0.06

# Neighbouring chips sharing one rate
y_pair = 1 / (1 + 2 * lam)
sd_block = np.sqrt((y_nb * (1 - y_nb)
                    + (block - 1) * (y_pair - y_nb**2)) / chips)
shared = rng.exponential(lam, (8000, chips // block, 1))
n_block = rng.poisson(np.broadcast_to(shared, (8000, chips // block, block)))
good_block = (n_block == 0).mean(axis=(1, 2))
assert abs(np.std(good_block) / sd_block - 1) < 0.05
assert abs(np.mean(good_block) - y_nb) < 0.003

# Chip of double area: one common rate, or two independent halves
w_gamma = gamma.pdf(rate, alpha, scale=lam / alpha) * rate * du
y_common = w_gamma @ np.exp(-2 * rate)
assert abs(y_common - nb_yield(2 * lam, alpha)) < 1e-9
double = np.convolve(pmf, pmf)
mean2, var2 = moments(double)
alpha_halves = mean2**2 / (var2 - mean2)
assert abs(alpha_halves - 2 * alpha) < 1e-6
assert abs(double[0] - nb_yield(2 * lam, 2 * alpha)) < 1e-9

# Inspection that misses some defects: thin the counts one by one
seen = binom.pmf(counts[:, None], counts[None, :], found) @ pmf
mean_seen, var_seen = moments(seen)
alpha_seen = mean_seen**2 / (var_seen - mean_seen)
y_seen = nb_yield(mean_seen, alpha_seen)
assert abs(alpha_seen - alpha) < 1e-6
assert abs(seen[0] - y_seen) < 1e-8 and y_seen > y_nb

# Report
wafer_area = np.pi * wafer_diameter**2 / 4
print(f"critical area per chip: {critical_area:.1f} cm^2")
print(f"fatal defect density: {defect_density:.1f} per cm^2")
print(f"wafer area: {wafer_area:.0f} cm^2; chips per wafer: {chips}")
print(f"mean count: {lam:.1f}; variance: {variance:.1f}")
print(f"variance of the rate: {excess:.1f}")
print(f"alpha from formula: {alpha:.4f}")
print(f"alpha from root search on summed variance: {alpha_root:.4f}")
print(f"negative-binomial yield: {100 * y_nb:.2f} percent")
print(f"Poisson yield: {100 * y_poisson:.2f} percent")
print(f"ratio of the two yields: {y_nb / y_poisson:.3f}")
print(f"good chips per wafer, clustered: {chips * y_nb:.0f}")
print(f"good chips per wafer, Poisson: {chips * y_poisson:.0f}")
for k in range(6):
    print(f"P({k}): clustered {pmf[k]:.4f}, Poisson {pmf_poisson[k]:.4f}")
print(f"P(6 or more): clustered {1 - pmf[:6].sum():.4f}, "
      f"Poisson {1 - pmf_poisson[:6].sum():.4f}")
print(f"defects per failed chip, clustered: {load_nb:.3f}")
print(f"defects per failed chip, Poisson: {load_poisson:.3f}")
print(f"upper limit of yield from two moments: {100 * upper:.2f} percent")
print(f"lowest yield with rates capped at 40: {100 * lowest.fun:.2f} percent")
print(f"yield with lognormal rate: {100 * y_lognormal:.2f} percent")
print(f"third and fourth central moments: {mu3:.1f}, {mu4:.1f}")
root_n = np.sqrt(chips)
print(f"standard error of alpha, linearized: {unit_alpha / root_n:.3f}")
print(f"standard error of alpha, simulated: {sd_wafer[0]:.3f}")
print("standard error of inferred yield, linearized: "
      f"{100 * unit_yield / root_n:.2f} percentage points")
print("standard error of inferred yield, simulated: "
      f"{100 * sd_wafer[1]:.2f} percentage points")
print("standard error of counted yield: "
      f"{100 * unit_count / root_n:.2f} percentage points")
print(f"standard error of variance if Poisson: {sd_var_poisson:.3f}")
print("excess variance in those standard errors: "
      f"{excess / sd_var_poisson:.0f}")
print(f"chips sharing one rate in a block: {block}")
print(f"scatter of good chips, independent: {unit_count * root_n:.1f} chips")
print(f"scatter of good chips, shared rates: {sd_block * chips:.1f} chips")
print(f"double area, common rate: yield {100 * y_common:.2f} percent")
print(f"double area, independent halves: yield {100 * double[0]:.2f} percent")
print(f"double area, independent halves: alpha {alpha_halves:.3f}")
print(f"double area, Poisson: yield {100 * np.exp(-2 * lam):.2f} percent")
print(f"fraction of defects found: {found:.2f}")
print(f"counted mean: {mean_seen:.3f}; counted variance: {var_seen:.3f}")
print(f"alpha from found defects: {alpha_seen:.3f}")
print(f"yield inferred from found defects: {100 * y_seen:.2f} percent")
print(f"cleaner process, mean count: {clean_mean:.2f}")
print("cleaner process, clustered yield: "
      f"{100 * nb_yield(clean_mean, alpha):.2f} percent")
print(f"cleaner process, Poisson yield: {100 * np.exp(-clean_mean):.2f} percent")
print("all tests passed")
```

It prints:

```
critical area per chip: 1.0 cm^2
fatal defect density: 2.0 per cm^2
wafer area: 707 cm^2; chips per wafer: 600
mean count: 2.0; variance: 6.0
variance of the rate: 4.0
alpha from formula: 1.0000
alpha from root search on summed variance: 1.0000
negative-binomial yield: 33.33 percent
Poisson yield: 13.53 percent
ratio of the two yields: 2.463
good chips per wafer, clustered: 200
good chips per wafer, Poisson: 81
P(0): clustered 0.3333, Poisson 0.1353
P(1): clustered 0.2222, Poisson 0.2707
P(2): clustered 0.1481, Poisson 0.2707
P(3): clustered 0.0988, Poisson 0.1804
P(4): clustered 0.0658, Poisson 0.0902
P(5): clustered 0.0439, Poisson 0.0361
P(6 or more): clustered 0.0878, Poisson 0.0166
defects per failed chip, clustered: 3.000
defects per failed chip, Poisson: 2.313
upper limit of yield from two moments: 50.92 percent
lowest yield with rates capped at 40: 15.00 percent
yield with lognormal rate: 28.26 percent
third and fourth central moments: 30.0, 330.0
standard error of alpha, linearized: 0.122
standard error of alpha, simulated: 0.123
standard error of inferred yield, linearized: 2.08 percentage points
standard error of inferred yield, simulated: 2.06 percentage points
standard error of counted yield: 1.92 percentage points
standard error of variance if Poisson: 0.129
excess variance in those standard errors: 31
chips sharing one rate in a block: 10
scatter of good chips, independent: 11.5 chips
scatter of good chips, shared rates: 24.8 chips
double area, common rate: yield 20.00 percent
double area, independent halves: yield 11.11 percent
double area, independent halves: alpha 2.000
double area, Poisson: yield 1.83 percent
fraction of defects found: 0.80
counted mean: 1.600; counted variance: 4.160
alpha from found defects: 1.000
yield inferred from found defects: 38.46 percent
cleaner process, mean count: 0.10
cleaner process, clustered yield: 90.91 percent
cleaner process, Poisson yield: 90.48 percent
all tests passed
```
